# Halved shot noise of leakage through a singly occupied defect

## Definitions and conventions

A defect lies between two contacts, the emitter and the collector. It is either empty or holds one electron. An empty defect is filled from the emitter at the total rate $a$, and a filled one is emptied into the collector at the rate $b$. Both are probabilities per unit time. I write

$$K=a+b .$$

Currents are counted as positive in the direction of electron flow, with $e>0$. The current $I(t)$ has mean $I$ and covariance

$$C(\tau)=\langle I(t)I(t+\tau)\rangle-I^2 .$$

The noise spectrum is one-sided, and the Fano factor compares its zero-frequency value with that of independent electrons:

$$S(\omega)=2\int_{-\infty}^{\infty}C(\tau)\,e^{i\omega\tau}d\tau,\qquad F=\frac{S(0)}{2eI}.$$

Poissonian shot noise is $F=1$. The result to be derived is

$$F=\frac{a^2+b^2}{(a+b)^2},\qquad F=\tfrac12\ \text{ at }\ a=b. \tag{1}$$

"Large bias" means that the defect level lies many $kT$ below the emitter's Fermi level and many $kT$ above the collector's, so that backward hops can be dropped. The bias must still be too small to admit a second electron or an excited level. The contact voltages are fixed.

The word "total" matters. If each spin enters at rate $\Gamma$, an empty defect fills at $a=2\Gamma$, while the single electron inside leaves at its own rate $b$. Equal rates per spin therefore mean $a=2b$, and (1) gives $F=5/9$. Half the Poissonian noise requires the total entry rate to equal the exit rate.

## First derivation: correlation between exits

Let $p(t)$ be the probability that the defect is filled. It gains from the empty state and loses from the filled one:

$$\frac{dp}{dt}=a(1-p)-bp=a-Kp .$$

The steady value is $p_s=a/K$. The mean exit rate and current are

$$r=b\,p_s=\frac{ab}{K},\qquad I=er .$$

An exit leaves the defect empty. Solving the rate equation with $p(0)=0$ gives $p(\tau)=p_s(1-e^{-K\tau})$, so the exit rate a time $\tau$ after an exit is

$$h(\tau)=b\,p(\tau)=r\,(1-e^{-K\tau}). \tag{2}$$

Just after an exit another one is impossible, because the defect must first be refilled. This dip is what lowers the noise.

Let $dn$ be the number of exits in a short interval $dt$. It is 0 or 1, so $\langle dn^2\rangle=\langle dn\rangle=r\,dt$. Each exit paired with itself thus contributes $r\,\delta(\tau)$ to the correlation. For two different intervals, the joint probability is $r\,dt$ for the first exit times $h(|\tau|)\,dt$ for the second. Subtracting the square of the mean, the covariance of the exit current is

$$C(\tau)=e^2\left[r\,\delta(\tau)+r\,h(|\tau|)-r^2\right]
=e^2\left[r\,\delta(\tau)-r^2e^{-K|\tau|}\right]. \tag{3}$$

The integral of $e^{-K|\tau|}$ over all $\tau$ is $2/K$. Hence

$$S(0)=2e^2\left(r-\frac{2r^2}{K}\right)=2eI\left(1-\frac{2r}{K}\right),$$

and with $r=ab/K$,

$$F=1-\frac{2ab}{K^2}=\frac{(a+b)^2-2ab}{(a+b)^2}=\frac{a^2+b^2}{(a+b)^2}.$$

That equal rates give the minimum follows from

$$F-\frac12=\frac{2a^2+2b^2-(a+b)^2}{2K^2}=\frac{(a-b)^2}{2K^2}\ge 0 .$$

If one rate is much larger than the other, $F\to1$: the slow hop sets the timing, and a single memoryless hop gives Poissonian statistics. The approach is gradual. At $a/b=10$ the factor is 0.835, and at $a/b=100$ it is 0.980.

### Finite time and finite frequency

Let $n$ be the number of exits in a window $t$. A separation $\tau$ between two instants fits into the window with weight $t-|\tau|$, so (3) gives

$$\operatorname{Var}n=rt-2r^2\int_0^t(t-\tau)e^{-K\tau}d\tau .$$

The two parts of the integral are

$$t\int_0^te^{-K\tau}d\tau=\frac{t(1-e^{-Kt})}{K},\qquad
\int_0^t\tau e^{-K\tau}d\tau=\frac{1-e^{-Kt}}{K^2}-\frac{t\,e^{-Kt}}{K}.$$

In their difference the terms $te^{-Kt}/K$ cancel, leaving

$$\operatorname{Var}n=rt-2r^2\left[\frac tK-\frac{1-e^{-Kt}}{K^2}\right]. \tag{4}$$

For $Kt\gg1$ the ratio $\operatorname{Var}n/(rt)$ tends to $F$. For $Kt\ll1$ the bracket is $t^2/2$ to leading order, so the variance is $rt-r^2t^2$ and the ratio tends to 1. A short window holds at most one exit with high probability and cannot reveal the dip.

The Fourier integral of $e^{-K|\tau|}$ is $2K/(K^2+\omega^2)$. The exit-current spectrum is therefore

$$S(\omega)=2eI\left[1-\frac{2rK}{K^2+\omega^2}\right].$$

At $a=b$, where $r=K/4$, the bracket rises from $1/2$ at zero frequency to $3/4$ at $\omega=K$. For the exit current, "zero frequency" thus means far below $K/2\pi$.

### The current in the external circuit

An ammeter does not register exits alone. While an electron moves, it induces charge on the contacts. Suppose an entry drives a charge $\alpha e$ through the circuit and an exit drives $(1-\alpha)e$, with $0\le\alpha\le1$. Entries minus exits equal the change $\Delta$ in occupation, which is $-1$, 0 or 1. The transferred charge is

$$Q=\alpha e(n+\Delta)+(1-\alpha)en=e(n+\alpha\Delta),$$

with variance

$$\operatorname{Var}Q=e^2\left[\operatorname{Var}n+2\alpha\operatorname{Cov}(n,\Delta)+\alpha^2\operatorname{Var}\Delta\right].$$

Since $\operatorname{Var}\Delta\le1$, the Cauchy–Schwarz inequality bounds the covariance by $\sqrt{\operatorname{Var}n}$, which grows as $\sqrt t$. Also, $S(0)$ is the limit of $2\operatorname{Var}Q/t$, because $\operatorname{Var}Q=\int_{-t}^{t}(t-|\tau|)C(\tau)d\tau$. The extra terms vanish in this limit, and $F$ does not depend on $\alpha$. At nonzero frequency this argument does not apply, and the external spectrum can differ from the exit spectrum. Take $a=b$ and $\alpha=1/2$. Entries and exits together then form a memoryless sequence of hops at rate $a$, each driving a charge $e/2$. The noise is $2(e/2)^2a=e^2a/2$ at every frequency. Since $I=ea/2$, this is half of $2eI$, with no rise near $\omega=K$.

## Second derivation: the spread of cycle times

Start the clock just after an exit. Each further electron needs one cycle, a wait for entry followed by a wait for exit. Let the cycle durations be $\theta_1,\theta_2,\dots$, independent of each other, with mean $\mu$ and variance $\sigma^2$. Let $n$ be the number of cycles completed by time $t$. The cycle running at time $t$ has number $n+1$ and ends at $t+R$, so

$$\sum_{i=1}^{n+1}\theta_i=t+R .$$

With the deviation $M=\sum_{i=1}^{n+1}(\theta_i-\mu)$ this reads

$$\mu(n+1)=t+R-M. \tag{5}$$

The statistics of $M$ need care because the number of terms is itself random. Let $\chi_i=1$ if cycle $i$ begins by time $t$, and $\chi_i=0$ otherwise. Then $M=\sum_i\chi_i(\theta_i-\mu)$. Whether cycle $i$ begins by time $t$ is decided by the earlier cycles alone, so $\chi_i$ is independent of $\theta_i$. Hence $\langle M\rangle=0$. In $\langle M^2\rangle$, a cross term with $i<j$ is the average of $\chi_i\chi_j(\theta_i-\mu)$, fixed by cycles before $j$, times the independent factor $\theta_j-\mu$ of zero mean. It vanishes. The diagonal terms give

$$\langle M^2\rangle=\sigma^2\sum_i\langle\chi_i\rangle=\sigma^2\langle n+1\rangle .$$

The remaining time $R$ has a bounded mean square: it is an exit wait if the defect is filled at $t$, and a full cycle if it is empty. The mean of (5) then gives $\langle n\rangle/t\to1/\mu$. In its variance, $\operatorname{Var}M$ grows as $t$, $\operatorname{Var}R$ stays bounded, and their covariance grows at most as $\sqrt t$. Therefore

$$\frac{\operatorname{Var}n}{t}\to\frac{\sigma^2}{\mu^3},\qquad F=\lim_{t\to\infty}\frac{\operatorname{Var}n}{\langle n\rangle}=\frac{\sigma^2}{\mu^2}. \tag{6}$$

A memoryless wait at rate $a$ has mean $1/a$ and variance $1/a^2$. Means add, and so do variances of independent waits:

$$F=\frac{1/a^2+1/b^2}{(1/a+1/b)^2}=\frac{a^2+b^2}{(a+b)^2},$$

where numerator and denominator were multiplied by $a^2b^2$. This is (1) again. At equal rates, adding the second wait doubles both mean and variance, so the variance relative to the squared mean is halved.

A random simulation at $a=b$, with 20,000 windows of 200 exits on average, gave a count Fano factor of 0.499. The squared relative spread of its cycle times was 0.4999.

## What each derivation assumes

The first derivation needs a rate equation for the occupation, hence memoryless hops. In return it gives the mean and variance of the count in any window, and the spectrum. The second needs independent cycles with finite spread and a remaining time $R$ whose mean square grows more slowly than $t$. It does not need exponential waits, but it gives the long-time limit alone.

The second route therefore covers a further case. If each cycle must pass through $m$ successive memoryless steps of equal rate, for instance because a captured electron must relax before it can leave, then $\mu$ and $\sigma^2$ are both $m$ times their one-step values, and $F=1/m$. The value $1/2$ is thus the minimum for two steps, not for every defect.

Both derivations fail if the rates drift, because neighbouring cycles then share the same fast or slow conditions. Suppose a nearby charge switches the mean hop rate between $r(1+\delta/2)$ and $r(1-\delta/2)$, at rate $\gamma$ each way, with $\delta\ll1$ and $\gamma\ll K$. The deviation $\pm r\delta/2$ has correlation $(r\delta/2)^2e^{-2\gamma|\tau|}$, whose integral over all $\tau$ is $r^2\delta^2/(4\gamma)$. Dividing by $r$ gives the addition to the Fano factor:

$$\Delta F=\frac{r\delta^2}{4\gamma}. \tag{7}$$

Both derivations also drop backward hops. As the bias $V$ goes to zero, the noise becomes thermal, $S=4kTG$ with conductance $G$. Since $I=GV$, the Fano factor then grows as $2kT/(eV)$.

## A donor in a cold silicon gap

Take one phosphorus-like donor in a 40 nm undoped silicon gap between n+ contacts, at 4.2 K and 12 mV. The inputs are rough typical values: a level 45 meV below the conduction edge, a light mass of 0.19 electron masses (transport along a ⟨100⟩ axis) and a relative permittivity of 11.7. At zero bias the level is taken to be aligned with the contacts' Fermi levels. This alignment is an assumption that a gate, or band-gap narrowing in the contacts, has to supply. It places the band edge of the gap 45 meV above the Fermi level, about 120 meV above the band edge inside contacts doped to $10^{20}$ cm$^{-3}$. With neither a gate nor such an offset, electrons spilling into a 40 nm gap at 4.2 K hold the mid-gap band edge within about 1 meV of the Fermi level. The donor level then lies far below both Fermi levels and stays filled.

At distance $s$ from the donor the barrier above the level is

$$U_\pm(s)=45\ \text{meV}\pm12\ \text{meV}\,\frac{s}{40\ \text{nm}}-\frac{123.1\ \text{meV nm}}{s},$$

with the plus sign towards the emitter and the minus sign towards the collector. The last term is the Coulomb tail of the ionised donor. The tunnelling exponent is $A=2\int\sqrt{2mU_\pm}\,ds/\hbar$ over the region where $U_\pm>0$. With the level depth divided by Planck's constant as attempt frequency, $\nu=1.088\times10^{13}$ s$^{-1}$, the rates are estimated as

$$a=2\nu e^{-A_{\rm in}},\qquad b=\nu e^{-A_{\rm out}} .$$

The factor 2 counts spin. Equal rates require $A_{\rm in}-A_{\rm out}=\ln2$, which occurs 19.55 nm from the emitter, where the exponents are 13.621 and 12.928. Then

$$a=2(1.088\times10^{13})e^{-13.621}\ \text{s}^{-1}\approx2.64\times10^7\ \text{s}^{-1}=b .$$

The hop rate is $r=a/2=1.32\times10^7$ s$^{-1}$, and the current is $er=2.1$ pA. Poissonian noise would be $\sqrt{2eI}=0.82$ fA/$\sqrt{\text{Hz}}$. The model gives $\sqrt{1/2}$ of this, 0.58 fA/$\sqrt{\text{Hz}}$: the halving applies to noise power, not amplitude. The frequency scale $K/2\pi$ is 8.4 MHz. A 10 μs window holds 132.1 exits on average with variance 66.2, as (4) requires.

The position is critical. With all else fixed, moving the donor by 1 nm either way changes $a/b$ by a factor of nearly 6 and raises $F$ to 0.75. Moving it by 2 nm gives 0.94. For independent defects in parallel both currents and noise powers add, so the total $F$ is the current-weighted mean of the individual values. For one donor at each of the shifts −2, −1, 0, 1 and 2 nm, the currents and Fano factors in the numerical output give a total $F$ of 0.71. Such scatter hides part of the reduction but not all of it. The plain mean of the five values is 0.78, and the weighting lowers it to 0.71 because the badly placed donors carry less current.

The bias window can be checked in the same way. The level lies 5.87 meV below the emitter's Fermi level and 6.13 meV above the collector's, against $kT=0.362$ meV. With the tunnelling rates held at their 12 mV values, including backward hops gives $F=0.50000$ at 12 mV, 0.519 at 3 mV, 0.86 at 1 mV and 2.46 at 0.3 mV. The last value is already close to $2kT/(eV)=2.41$. From above, the one-level model is limited by an excited level roughly 12 meV higher. It reaches the emitter's Fermi level near 25 mV, since about 0.49 of the bias drops between emitter and donor. The value $1/2$ itself holds over a narrower range, because the bias also tilts the barriers and so changes $a/b$. With the donor fixed and the 12 meV in $U_\pm$ replaced by the actual bias energy, the same rate estimate gives $F=0.56$ at both 6 mV and 18 mV.

The example depends on the low temperature. At 77 K, a rough estimate of thermionic current over the same barrier through a 20 nm square is already 3 nA with the free-electron Richardson constant (about 6 nA with the silicon valley masses and the back current), over a thousand times the donor current, so the example applies to cold operation. The absolute rates are uncertain by an order of magnitude or more. The one-dimensional estimate ignores the lateral spreading of the donor wave function. An estimate from the three-dimensional tail lowers both rates about tenfold, to a current near 0.2 pA, and leaves $F$ at 0.50. Transport along ⟨111⟩, with a mass of 0.26, also lowers them about tenfold. The current, the frequency scale $K/2\pi$ and $\Delta F$ below all scale with these rates. The model ignores the band bending caused by charge that spills from the contacts into the gap. Image charges matter too: with the donor level held fixed, the nearest ones lower the barrier enough to raise both rates by about 2.5 times, and the upward shift they give the level itself raises the rates further. Both rates rise almost equally, so $F$ stays close to 0.50. Steady rates are a further assumption, which fails if a nearby charge trap switches. For an assumed 1% change of current at 1000 s$^{-1}$ each way, (7) gives

$$\Delta F=\frac{(1.32\times10^7)(0.01)^2}{4\times1000}=0.33,$$

which moves $F$ from 0.50 to 0.83. This excess has a corner frequency of $\gamma/\pi\approx320$ Hz. For such a trap, the halved noise should be sought far above that frequency. Staying far below 8.4 MHz as well makes the result independent of $\alpha$. The remaining estimates are in the numerical output.

## Computed results

```
simulated Fano factor, equal rates: 0.499
simulated squared relative cycle spread: 0.4999
Fano factor at a/b = 1: 0.5000
Fano factor at a/b = 2: 0.5556
Fano factor at a/b = 10: 0.8347
Fano factor at a/b = 100: 0.9804
Fano factor, equal rates per spin: 0.5556
gap: 40 nm; level depth: 45 meV
bias: 12 mV; temperature: 4.2 K
light, heavy mass: 0.19, 0.92 m_e
relative permittivity: 11.7
thermal energy kT: 0.362 meV
Coulomb constant of donor tail: 123.1 meV nm
attempt frequency: 1.088e+13 1/s
WKB exponent, wave equation 8-20 nm: 9.495, 9.456
equal-rate distance from emitter: 19.55 nm
entry exponent: 13.621
exit exponent: 12.928
total entry rate a: 2.642e+07 1/s
exit rate b: 2.642e+07 1/s
mean hop rate r: 1.321e+07 1/s
current: 2.117 pA
Fano factor of example: 0.5000
Poissonian noise: 0.824 fA/sqrt(Hz)
actual noise: 0.582 fA/sqrt(Hz)
frequency scale K/2pi: 8.411 MHz
mean count in 10 us: 132.12
count variance in 10 us: 66.19
donor shift -2 nm: a/b 32.801, I 0.814 pA, F 0.943
donor shift -1 nm: a/b 5.748, I 1.605 pA, F 0.748
donor shift +1 nm: a/b 0.173, I 1.401 pA, F 0.749
donor shift +2 nm: a/b 0.030, I 0.616 pA, F 0.944
Fano factor with backward hops, 0.3 mV: 2.46468
Fano factor with backward hops, 1.0 mV: 0.86152
Fano factor with backward hops, 3.0 mV: 0.51892
Fano factor with backward hops, 12.0 mV: 0.50000
level below emitter Fermi level: 5.87 meV
level above collector Fermi level: 6.13 meV
charging energy, excited level (rough): 40, 12 meV
second-electron Boltzmann factor: 1.1e-41
excited-level Boltzmann factor: 4.4e-08
level width hbar*K over kT: 9.6e-05
image charges: a factor 2.46, b factor 2.60, F 0.5004
heavy-valley over light-valley entry rate: 7.9e-08
direct tunnelling, 20 nm square: 2.8e-22 A
thermionic current at 4.2 K: 8.5e-63 A
thermionic current at 77 K: 3.2e-09 A
contact doping: 1e+20 cm^-3; Fermi energy: 74 meV
field: 0.0030 MV/cm; rough breakdown: 0.3 MV/cm
slow switching: 1 % of current, 1000 1/s each way
Fano factor with slow switching: 0.830
added Fano factor from formula: 0.330
```
